# Carbon isotope shift in silicon and the host's share of motion

## The problem

A carbon atom replacing a silicon atom in crystalline silicon has a local vibrational mode: a vibration above the frequencies of the pure crystal, concentrated around the impurity. Its infrared line is given as 607 cm⁻¹ for carbon-12 and 589 cm⁻¹ for carbon-13. The masses are $M_{12}=12.00000$ u and $M_{13}=13.00335$ u.

(a) Where should the carbon-13 line lie if carbon is an isolated oscillator, vibrating against a host that stands still?

(b) What do the two given lines say about the part the silicon atoms take in the vibration?

Line positions are wavenumbers $\nu=\omega/(2\pi c)$, where $\omega$ is the angular frequency and $c$ the speed of light. Ratios of $\nu$ are therefore ratios of $\omega$.

## A tempting solution

Let the carbon atom, displaced by $x$, feel a restoring force $-kx$ from a motionless host. Then $M\ddot x=-kx$. Inserting $x\propto\cos\omega t$ gives $M\omega^2=k$, so

$$\nu=\frac{1}{2\pi c}\sqrt{\frac{k}{M}} .$$

The two isotopes have the same electrons and the same nuclear charge, hence the same $k$, which cancels in the ratio:

$$\nu_{13}^{\rm iso}=\nu_{12}\sqrt{\frac{M_{12}}{M_{13}}}=607\times0.96065=583.11\ \text{cm}^{-1}.$$

The given line lies at 589 cm⁻¹, which is 5.89 cm⁻¹ higher. Relative to 589 cm⁻¹ the prediction is wrong by $5.89/589=1.0\,\%$. The isolated oscillator is thus accurate to one per cent, and the host takes about one per cent of the motion.

## Where the fault lies

The answer to (a) is correct for the model stated. The fault is in the last sentence, which turns a relative error in the frequency into a share of the motion.

Consider the opposite extreme, in which carbon does not move at all. Changing its mass would then change nothing, and the carbon-13 line would stay at 607 cm⁻¹. That prediction misses the given line by $18/589=3.1\,\%$. By the same reasoning one would conclude that a motionless carbon atom is a good description too. Both errors are small because the mass changes by only about 8 %, so no assumption about who moves can shift the line very far.

The information is in the shift. A motionless host gives a downward shift of 23.89 cm⁻¹, and a motionless carbon atom gives zero. The given shift is 18 cm⁻¹. The discrepancy of 5.89 cm⁻¹ should be measured against this span of 23.89 cm⁻¹, of which it is about a quarter. To turn that observation into a statement about the motion, we need to know how a lattice mode responds to the mass of one atom.

## The right solution

### How one mass controls a mode

Assume harmonic forces. Let $u$ be the column of all atomic displacements in the mode, $K$ the symmetric matrix of force constants and $m$ the diagonal matrix of masses. The mode obeys

$$Ku=\omega^2 m u .$$

Now change the carbon mass $M$ and nothing else. A prime denotes the derivative with respect to $M$. Since $K$ does not depend on $M$,

$$Ku'=(\omega^2)'\,mu+\omega^2m'u+\omega^2mu' .$$

Multiply from the left by $u^{T}$. Because $K$ is symmetric, the left side is

$$u^{T}Ku'=(Ku)^{T}u'=\omega^2u^{T}mu' ,$$

which cancels the last term on the right. The change in the shape of the mode has dropped out. The matrix $m'$ is 1 for the three carbon coordinates and 0 elsewhere, so $u^{T}m'u=|u_C|^2$, where $u_C$ is the carbon displacement. What remains is

$$0=(\omega^2)'\sum_j m_j|u_j|^2+\omega^2|u_C|^2 .$$

Divide by $\omega^2\sum_j m_j|u_j|^2$ and multiply by $M$:

$$\frac{d\ln\omega^2}{d\ln M}=-p,\qquad p=\frac{M|u_C|^2}{\sum_j m_j|u_j|^2}.$$

Since $\ln\omega^2=2\ln\omega$,

$$\frac{d\ln\omega}{d\ln M}=-\frac p2 .$$

The quantity $p$ has a direct meaning. In the mode, atom $j$ moves as $u_j\cos\omega t$ and has kinetic energy $\tfrac12m_j\omega^2|u_j|^2\sin^2\omega t$. The time factor is common to all atoms, so $p$ is carbon's share of the kinetic energy, and $1-p$ is the host's share. This is what "participation" means here.

One point needs care. Carbon sits on a site of tetrahedral symmetry, and its local mode is threefold degenerate, with carbon moving along $x$, $y$ or $z$. Consider displacement patterns that are unchanged by a half-turn about $x$ and reversed by half-turns about $y$ and $z$. Changing the carbon mass preserves these symmetries, and among such patterns the local mode is single. The derivation applies to it, and symmetry gives the other two modes the same $p$. Here every silicon atom is given the same mean mass; a random mixture of silicon isotopes would break the symmetry slightly.

### From two lines to a share

The share $p$ may itself change with $M$, so we integrate from carbon-12 to carbon-13:

$$\ln\frac{\nu_{13}}{\nu_{12}}=-\frac12\int_{\ln M_{12}}^{\ln M_{13}}p\;d\ln M .$$

Let $\bar p$ be the average of $p$ over this interval of $\ln M$. The integral is $\bar p\,\ln(M_{13}/M_{12})$. Changing the sign of both sides and solving for $\bar p$ gives

$$\bar p=\frac{2\ln(\nu_{12}/\nu_{13})}{\ln(M_{13}/M_{12})}.$$

No small-shift approximation has been made. If $\bar p=1$, the formula returns $\nu\propto M^{-1/2}$, the isolated oscillator. If $\bar p=0$, there is no shift. A value outside the range from 0 to 1 would show that an assumption had failed. With the given lines,

$$\bar p=\frac{2\times0.030103}{0.080300}=0.750,\qquad 1-\bar p=0.250 .$$

The host carries about one quarter of the kinetic energy, not one per cent.

The formula also explains the estimate made from the shifts. It can be written $\nu_{13}/\nu_{12}=(M_{12}/M_{13})^{\bar p/2}$. For a small mass change, the relative shift is to first order $\tfrac12\bar p\,\ln(M_{13}/M_{12})$, which is $\bar p$ times the isolated-oscillator value. Hence $\bar p\approx18.00/23.89=0.753$, close to the full result.

### What the rounding allows

The lines are given to the nearest wavenumber, so each may be off by 0.5 cm⁻¹. The shift then lies between 17 and 19 cm⁻¹, and the formula gives a host share between 0.21 and 0.29. An error that is tiny relative to 607 cm⁻¹ matters because the share comes from a small difference. The data support "about one quarter" and nothing finer: even the second digit of the share is uncertain.

## A two-body picture

A simple model gives the host motion a mechanical form. Replace the whole host by one free body of effective mass $\mu$, joined to carbon by a spring $k$. With displacements $x$ for carbon and $X$ for the host body,

$$M\ddot x=-k(x-X),\qquad \mu\ddot X=+k(x-X).$$

Divide each equation by its mass and subtract the second from the first. The separation $s=x-X$ obeys

$$\ddot s=-k\left(\frac1M+\frac1\mu\right)s,\qquad\text{so}\qquad \omega^2=k\left(\frac1M+\frac1\mu\right).$$

The sum of the two equations of motion is zero, so total momentum is conserved. In a pure vibration it vanishes, which gives $X=-(M/\mu)x$. The two kinetic energies are then in the ratio

$$\frac{\mu X^2}{Mx^2}=\frac{M}{\mu},\qquad\text{hence}\qquad p=\frac{1}{1+M/\mu}=\frac{\mu}{M+\mu}.$$

To find $\mu$, define $R=(\nu_{12}/\nu_{13})^2=1.062054$. The spring constant cancels:

$$R=\frac{1/M_{12}+1/\mu}{1/M_{13}+1/\mu}.$$

Multiply by the denominator and collect the terms in $1/\mu$:

$$\frac{R-1}{\mu}=\frac1{M_{12}}-\frac{R}{M_{13}},\qquad \mu=\frac{R-1}{1/M_{12}-R/M_{13}} .$$

Numerically,

$$\mu=\frac{0.062054}{0.083333-0.081675}\ \text{u}\approx37.4\ \text{u}.$$

The denominator is a small difference of nearly equal numbers; with all digits kept, the quotient is 37.43 u. Rounding of the lines alone lets $\mu$ range from 30 to 47 u.

The host share in this model is $M/(M+\mu)$, which is $12/49.43=0.243$ for carbon-12 and $13.00335/50.43=0.258$ for carbon-13. The heavier isotope takes the smaller share because the two bodies carry equal and opposite momenta, and at equal momentum the kinetic energy is inversely proportional to mass. The two values lie on either side of the average of 0.250. Their difference is smaller than the rounding range, so the separate values rest on the model.

Two limits show what $\mu$ does. For $\mu\to\infty$ the host cannot move, $p\to1$, and the isolated oscillator returns. For $\mu\ll M$ the light host body does nearly all the moving, $\omega^2\approx k/\mu$, and the carbon mass hardly matters.

The spring constant also depends on the picture. For the isolated oscillator, the carbon-12 line gives $k=M_{12}\omega^2=260.5$ N/m. For two bodies,

$$k=\frac{\omega^2}{1/M_{12}+1/\mu}=M_{12}\,\omega^2\,\frac{\mu}{M_{12}+\mu}=260.5\times0.757\approx197\ \text{N/m}.$$

When the host body recoils, the spring is stretched more for a given carbon displacement, so a softer spring yields the same frequency. One line cannot tell these descriptions apart; the isotope shift can.

## Which silicon atoms move?

The effective mass is 1.33 silicon masses (28.085 u each). This does not mean that one and a third silicon atoms vibrate. A lattice model shows the difference.

Take a periodic diamond lattice of 216 atoms with springs between nearest neighbours. Each bond resists relative displacement across its axis with 0.25 times the stiffness it has along the axis. Scale the springs so that the highest mode of the pure host lies at 520 cm⁻¹, then give one atom the mass of carbon and leave every spring unchanged. These are round parameters, not fitted to the carbon lines. The modes follow from numerical diagonalization of the mass-weighted force-constant matrix.

The model has local modes at 619.8 cm⁻¹ for carbon-12 and 601.3 cm⁻¹ for carbon-13. Put into the formula for $\bar p$, these two frequencies give 0.754. The carbon share read directly from the mode displacements, and averaged over $\ln M$ by numerical integration, is also 0.754.

For carbon-12 the displacements give a host share of 0.232, of which 0.220 belongs to the four nearest neighbours. They carry about 95 % of the host's part. In this model most of the host's kinetic energy is therefore in the first shell, which moves against the carbon atom.

The two-body formulas, applied to the two frequencies of the lattice model, estimate the carbon-12 host share as 0.239, close to the true 0.232. Solving $M_{12}/(M_{12}+\mu)=0.239$ gives $\mu\approx38$ u, or about 1.4 silicon masses, although four atoms share nearly all of the host's kinetic energy. So $\mu$ summarizes the recoil and does not count atoms.

The lattice host share rises from 0.232 to 0.260 between the isotopes, about twice as fast as in the two-body picture fitted to the same two lattice frequencies, where $M/(M+\mu)$ with $\mu=38.3$ u goes from 0.239 to 0.254. In this model lattice the two-body picture thus gives a good estimate of the share itself, but not of how fast the share changes with the carbon mass. The two given lines fix only the average share, so they cannot tell how fast it changes for carbon in real silicon.

## Could something else explain the 5.89 cm⁻¹?

One might keep the host motionless and let carbon-13 have a stiffer spring. This would require $k$ to grow by the factor $(589/583.11)^2\approx1.02$. In the Born–Oppenheimer approximation the forces on the nuclei come from a potential energy that does not contain the nuclear masses, so there is no such change.

Anharmonicity is a more serious candidate. Suppose that it lowers the carbon-12 line of an isolated oscillator by a small amount $a$ from its harmonic value $\nu_h$. The squared vibrational amplitude scales as $1/(M\omega)\propto M^{-1/2}$. A quartic term in the potential shifts the levels in first order by an amount proportional to the amplitude to the fourth power, hence to $1/M$. A cubic term acts in second order, as the amplitude to the sixth power divided by $\omega$, which is $M^{-3/2}/M^{-1/2}=1/M$ again. With $r=\sqrt{M_{12}/M_{13}}=0.96065$, the lines are

$$\nu_{12}=\nu_h-a,\qquad \nu_{13}=r\nu_h-r^2a .$$

The carbon-13 line then exceeds the simple prediction $r\nu_{12}$ by

$$\nu_{13}-r\nu_{12}=ra-r^2a=r(1-r)\,a=0.0378\,a .$$

This has the right sign, but producing 5.89 cm⁻¹ would take $a\approx156$ cm⁻¹, a quarter of the line's own frequency and no longer a small correction. A lowering of 10 cm⁻¹ would account for only 0.4 cm⁻¹. For an isolated oscillator, ignoring it would give an apparent host share of about $0.4/23.89\approx0.02$ instead of zero. Within this estimate, weak anharmonicity adjusts the inferred quarter but does not replace it.

The inference also needs a true local mode. If the impurity were so heavy or so weakly bound that its vibration fell among the host frequencies, it would in general be spread over several lattice modes, and the formula for the share in a single mode could not be applied directly to the line. The two lines must also be taken under the same conditions, since a temperature shift of one wavenumber in one of them would alter the host share by about 0.04.

All numerical values are calculated from the stated model.
